\section*{The Thermal Gap of a Two-Dimensional Large-N Soft Mode at Criticality}

Let $\phi_a(\mathbf r,t)$, $a=1,\dots,N$, be the real components of a soft polar displacement in a two-dimensional sheet, with Lagrangian density
\begin{equation}
\mathcal L=\frac{\rho}{2}(\partial_t\phi)^2-\frac{\rho c^2}{2}(\nabla\phi)^2-\frac r2\,\phi^2-\frac{u}{4N}(\phi^2)^2,\qquad \phi^2=\sum_a\phi_a^2 .
\end{equation}
Here $\rho$ is the inertia per area, $c$ the mode speed, $r$ the bare stiffness and $u>0$ the quartic coupling. All forces are short-ranged, and wavevectors are cut off at $k=\Lambda$. The factor $1/N$ in the last term keeps the energy per component finite as $N\to\infty$, and this limit is taken first. The gap $\Delta=\hbar\Omega$ is the energy of the excitation at $k=0$. The critical coupling $r_c$ is the value of $r$ at which the gap closes at zero temperature. Two temperatures set the scales:
\begin{equation}
k_BT_\Lambda=\hbar c\Lambda,\qquad k_BT_u=\frac{\hbar^2u}{2\pi\rho^2c^2}.
\end{equation}
At $r=r_c$ the gap obeys
\begin{equation}
\frac{\Delta}{k_BT}\longrightarrow 2\ln\frac{1+\sqrt5}{2}\approx0.9624\qquad (T\to0).
\label{claim}
\end{equation}
This is a limiting law. It requires $T\ll T_\Lambda$ and $T\ll T_u$, and the corrections are derived below.

In imaginary time $\tau$, which runs from $0$ to $\hbar\beta$ with $\beta=1/k_BT$, configurations carry the weight $e^{-S/\hbar}$, where
\begin{equation}
S=\int d\tau\,d^2r\left[\frac\rho2(\partial_\tau\phi)^2+\frac{\rho c^2}2(\nabla\phi)^2+\frac r2\phi^2+\frac u{4N}(\phi^2)^2\right].
\end{equation}
The quartic term can be traded for a coupling to an auxiliary field $\lambda$. Completing the square gives
\begin{equation}
\frac{N\lambda^2}{4u}+\frac{i\lambda\phi^2}{2}=\frac{N}{4u}\left(\lambda+\frac{iu\phi^2}{N}\right)^2+\frac{u}{4N}(\phi^2)^2 ,
\end{equation}
so a Gaussian integral over $\lambda$ of the left side reproduces the quartic term up to a constant factor. The action is now quadratic in $\phi$, and each of the $N$ components gives the same determinant. What remains is a weight $e^{-NF[\lambda]}$ with
\begin{equation}
F=\frac12\,\mathrm{Tr}\ln\left(-\rho\partial_\tau^2-\rho c^2\nabla^2+r+i\lambda\right)+\frac1\hbar\int d\tau\,d^2r\,\frac{\lambda^2}{4u}.
\end{equation}
Since $N$ multiplies the whole exponent, the integral is governed by a saddle point as $N\to\infty$. I take the saddle to be uniform, as suits a phase without order, and write $i\lambda=s$, so that $\lambda^2=-s^2$. For a sheet of area $A$, setting $\partial F/\partial s=0$ gives
\begin{equation}
\frac12\sum_{n,\mathbf k}\frac1{\rho(\omega_n^2+c^2k^2)+r+s}-\frac{\beta A s}{2u}=0,\qquad \omega_n=\frac{2\pi nk_BT}{\hbar}.
\end{equation}
The sum divided by $\beta A$ is the mean square $G=\langle\phi_a^2\rangle$ of one component, so $s=uG$. With $\rho\Omega^2=r+s$ and $\omega_k^2=\Omega^2+c^2k^2$,
\begin{equation}
\rho\Omega^2=r+uG,\qquad G=\frac{k_BT}{\rho}\int\!\frac{d^2k}{(2\pi)^2}\sum_n\frac1{\omega_n^2+\omega_k^2}.
\label{saddle}
\end{equation}
Continued to real frequency, each term has its poles at $\omega=\pm\omega_k$. Therefore $\hbar\Omega$ is the excitation energy at $k=0$, and the mode is undamped at this order. Fluctuations of $\lambda$ about the saddle bring relative corrections of order $1/N$ and a finite width.

The frequency sum follows from $\coth z=\sum_n z/(z^2+\pi^2n^2)$, the logarithmic derivative of the product formula for $\sinh z$. With $z=\hbar\omega/2k_BT$ one has $\omega_n^2+\omega^2=(2k_BT/\hbar)^2(\pi^2n^2+z^2)$, and hence
\begin{equation}
k_BT\sum_n\frac1{\omega_n^2+\omega^2}=\frac{\hbar^2}{4k_BT}\,\frac{\coth z}{z}=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
This is the mean square displacement of a harmonic oscillator of unit mass, zero-point motion included.

At $T=0$ and $\Omega=0$ the hyperbolic cotangent is one, and equation (\ref{saddle}) fixes the critical coupling:
\begin{equation}
r_c=-u\int\!\frac{d^2k}{(2\pi)^2}\frac{\hbar}{2\rho ck}=-\frac{u\hbar\Lambda}{4\pi\rho c}.
\end{equation}
It is negative: the bare potential favours displacement, and zero-point motion just prevents it. Now set $r=r_c$ at $T>0$ and multiply (\ref{saddle}) by $\hbar^2/\rho$. With $\kappa=\hbar ck$ and $E=\hbar\omega_k=\sqrt{\Delta^2+\kappa^2}$, the measure is $d^2k/(2\pi)^2\to\kappa\,d\kappa/(2\pi\hbar^2c^2)$ and the oscillator factor is $\hbar/(2\rho\omega_k)=\hbar^2/(2\rho E)$. The prefactors combine into $k_BT_u$:
\begin{equation}
\Delta^2=k_BT_u\int_0^{k_BT_\Lambda}\!\kappa\,d\kappa\left[\frac{\coth(E/2k_BT)}{2E}-\frac1{2\kappa}\right].
\label{gap}
\end{equation}
The left side rises with $\Delta$. The right side falls, because both $\coth(E/2k_BT)$ and $1/E$ decrease with $E$. As $\Delta\to0$ the right side grows without bound, since the integrand there behaves as $k_BT\,\kappa/(\Delta^2+\kappa^2)$ at small $\kappa$. There is thus one positive root at every $T>0$.

In two dimensions the integral is elementary, because $\kappa\,d\kappa=E\,dE$ cancels the $1/E$. With $E_\Lambda=\sqrt{\Delta^2+(k_BT_\Lambda)^2}$,
\begin{equation}
\frac12\int_\Delta^{E_\Lambda}\!\coth\frac{E}{2k_BT}\,dE=k_BT\ln\frac{\sinh(E_\Lambda/2k_BT)}{\sinh(\Delta/2k_BT)} .
\end{equation}
At $T\ll T_\Lambda$ the upper limit gives $\ln\sinh(E_\Lambda/2k_BT)=E_\Lambda/2k_BT-\ln2$, apart from an exponentially small term. The subtracted term in (\ref{gap}) is $k_BT_\Lambda/2$, and $E_\Lambda-k_BT_\Lambda\approx\Delta^2/(2k_BT_\Lambda)$. Dividing by $k_BT_u\,k_BT$ and writing $x=\Delta/k_BT$,
\begin{equation}
x^2\frac{T}{T_u}=-\ln\left(2\sinh\frac x2\right)+\frac{x^2}{4}\frac{T}{T_\Lambda}.
\label{scaled}
\end{equation}
As $T\to0$ both terms in $x^2$ vanish at fixed $x$, and the root tends to that of $2\sinh(x/2)=1$. With $y=e^{x/2}$ this reads
\begin{equation}
y-\frac1y=1,\qquad y^2-y-1=0,\qquad y=\frac{1+\sqrt5}2 ,
\end{equation}
where the positive root is taken because $y>0$. Then $x_0=2\ln y$, which is (\ref{claim}).

The condition has a direct physical reading. Since $-\ln(2\sinh(x/2))=-\ln(1-e^{-x})-x/2$, the first term on the right is the fluctuation added by thermal quanta and the second is the zero-point fluctuation removed by opening the gap. At low temperature the two must cancel, because any imbalance would be multiplied by $T_u/T$. The coupling, the inertia and the speed drop out of this balance, leaving a pure number. The $k=0$ mode then holds $1/(e^{x_0}-1)=1/(y^2-1)=1/y\approx0.62$ quanta, so it is neither classical nor frozen.

The approach to the limit follows by setting $x=x_0+\delta x$ in (\ref{scaled}). The derivative of $\ln(2\sinh(x/2))$ is $\tfrac12\coth(x/2)$. At $x_0$ the hyperbolic sine is $1/2$ and the cosine is $\sqrt{1+1/4}=\sqrt5/2$, so the cotangent is $\sqrt5$. To first order,
\begin{equation}
\delta x=\frac{2x_0^2}{\sqrt5}\left(\frac{T}{4T_\Lambda}-\frac{T}{T_u}\right),\qquad \frac{2x_0^2}{\sqrt5}\approx0.8285 .
\label{first}
\end{equation}
A finite quartic coupling lowers the ratio and a sharp cutoff raises it. Solving (\ref{gap}) by quadrature with $T_u\to\infty$ and $T/T_\Lambda=10^{-5}$ gives $0.962426$, against the limit $0.962424$; the difference is the cutoff term of (\ref{first}).

The limit does not depend on the form of the cutoff. For a square lattice of spacing $a$ with
\begin{equation}
E^2=\Delta^2+\frac{4\hbar^2c^2}{a^2}\left(\sin^2\frac{k_xa}2+\sin^2\frac{k_ya}2\right)
\end{equation}
and $T_u\to\infty$, the ratio is $0.96198$ at $k_BT=0.02\,\hbar c/a$ and $0.96218$ at half that temperature. Linear extrapolation to $T=0$ gives $0.96238$; the remaining $4\times10^{-5}$ comes from a positive term of about $0.22\,(k_BTa/\hbar c)^2$ that a linear extrapolation does not remove. Here the limit is approached from below, with slope $-0.027$ in $k_BTa/\hbar c$, unlike with the sharp cutoff. At large $k$ the gap changes $1/E$ by $-\Delta^2/(2E_0^3)$, where $E_0$ is the gapless energy. Relative to an unbounded cone, a lattice omits this negative contribution outside the zone but enlarges it inside, where $E_0<\hbar ck$. For the square lattice the enlargement is the larger of the two, by a ratio of $0.066$ to $0.046$. The sign of the net correction therefore depends on short-distance detail, while the limit does not.

The opposite regime, $T_u\ll T\ll T_\Lambda$, gives a different law. Then $x$ is small, $2\sinh(x/2)\approx x$, and (\ref{scaled}) becomes $x^2=(T_u/T)\ln(1/x)$. To leading logarithm,
\begin{equation}
\Delta^2\approx\frac{k_B^2\,T\,T_u}{2}\ln\frac{T}{T_u}.
\end{equation}
This form is rough: it overestimates $\Delta^2$ by about 17\% at $T/T_u=10^2$ and still at $10^4$. The gap is then much smaller than $k_BT$, the long-wavelength modes are classical, and the result depends on the coupling.

Away from criticality let $\Delta_0$ be the zero-temperature gap for $r>r_c$. For a large cutoff the $T=0$ integral in (\ref{gap}) is $-\Delta_0/2$, so
\begin{align}
\Delta_0^2&=\frac{\hbar^2(r-r_c)}{\rho}-k_BT_u\frac{\Delta_0}{2},\\
\Delta^2&=\frac{\hbar^2(r-r_c)}{\rho}-k_BT_u\,k_BT\ln\left(2\sinh\frac{\Delta}{2k_BT}\right).
\label{finiteT}
\end{align}
Subtraction removes $r$:
\begin{equation}
\frac{\Delta^2-\Delta_0^2}{k_BT_u}=\frac{\Delta_0}2-k_BT\ln\left(2\sinh\frac{\Delta}{2k_BT}\right).
\end{equation}
For $T_u\to\infty$ this is $2\sinh(\Delta/2k_BT)=e^{\Delta_0/2k_BT}$. If $\Delta_0\gg k_BT$, the gap stays near $\Delta_0$. If $\Delta_0\ll k_BT$, the ratio rises by $\Delta_0/(\sqrt5\,k_BT)$, by the same derivative as before. The golden-ratio law therefore also needs $\Delta_0\ll k_BT$.

For $r<r_c$, equation (\ref{finiteT}) still holds at $T>0$. Define $W=2\pi\rho c^2(r_c-r)/u$. When $k_BT\ll W$ and $T$ does not greatly exceed $T_u$, the gap is so small that $\Delta^2$ can be dropped, which leaves $\Delta\approx k_BT\,e^{-W/k_BT}$. The gap remains open at any nonzero temperature, so in this model order exists at $T=0$ alone.

The use of a saddle point can be examined on a single site with $H=p^2/2+r\,x^2/2+u(x^2)^2/4N$, where $x$ has $N$ components, $r=-1$, $u=4$ and $\hbar=m=k_BT=1$. Diagonalization gives the reference values. Relative to them, the large-$N$ value of $\langle x^2\rangle$ is too high by 7.3, 3.6 and 1.8\% for $N=8$, 16 and 32. The large-$N$ excitation energy at $T=0$ is too low by 6.8, 3.5 and 1.8\%. Both errors roughly halve when $N$ doubles, as corrections of order $1/N$ should. At $N=2$ they are 30\% and 22\%. These figures belong to the single site and are not error bars for a sheet, but they show that two components are far from many.

For a worked example take a film three cells of $0.4$ nm thick, $d=1.2$ nm, tuned to its critical coupling and held at $1$ K. The field is the in-plane polarization $P$, uniform across the film, with $N=2$. The parameters are round numbers in the rough regime of strontium titanate, with $\hbar c=5$ meV nm, or $c\approx7600$ m/s. A mode of energy $\hbar\omega=10$ meV with permittivity $\varepsilon=300$ has stiffness $1/(\varepsilon_0\varepsilon)=\rho_v\omega^2$, which gives the inertia per volume $\rho_v=1.63\times10^{-18}$ J m s$^2$/C$^2$. The quartic energy density is $(b/4)P^4$ with $b=7\times10^9$ J m$^5$/C$^4$. Per area, $\rho=\rho_vd$ and $u=Nbd$, so
\begin{equation}
T_u=\frac{\hbar^2Nb}{2\pi k_B\,d\,\rho_v^2c^2}=9.74\ \text{K}.
\end{equation}
A circle with the area of the Brillouin zone has $\Lambda=2\sqrt\pi/a=8.86$ nm$^{-1}$, hence $k_BT_\Lambda=5\times8.86=44.3$ meV and $T_\Lambda=514$ K.

At $1$ K, $k_BT=0.08617$ meV, and the limiting law gives $0.9624\times0.08617=0.0829$ meV. The first-order formula gives
\begin{equation}
x\approx0.9624+0.8285\left(\frac1{4\times514}-\frac1{9.74}\right)=0.878 ,
\end{equation}
and the full equation (\ref{gap}) gives $x=0.892$. The gap is $\Delta=0.077$ meV, or 18.6 GHz, which is 7\% below the limiting law. These digits belong to the large-$N$ equation. To first order in $u$ the exact shift of the stiffness is $u(N+2)G/N$, twice the saddle-point value at $N=2$, so $T_u$ is uncertain by a factor of about two; doubling it gives $x=0.924$, 4\% below the law. The ratio $\Delta/k_BT$ is $0.954$ at $0.1$ K, $0.939$ at $0.3$ K, $0.800$ at $3$ K and $0.644$ at $10$ K. With these parameters the universal number is a sub-kelvin property, because $T_u$ is only about $10$ K.

The correlation length $\hbar c/\Delta$ is $65$ nm, and with short-range forces alone the film must be much wider than this. The static permittivity $1/(\varepsilon_0\rho_v\Omega^2)$ is about $5\times10^6$. The bare quartic force $bP^3$ equals $\rho_v\Omega^2P$ at $P=\sqrt{\rho_v\Omega^2/b}$, which sets a field scale $\sqrt{(\rho_v\Omega^2)^3/b}\approx0.4$ V/cm, or $4\times10^{-7}$ MV/cm. In the saddle-point equation a static polarization adds $bP^2$ to the stiffness, but the stiffer mode fluctuates less, so $G$ falls and the net stiffening is smaller than $bP^2$. A field well below this scale therefore keeps the response linear in this model.

Two simplifications matter little here, if the film is retuned to criticality after each change. Halving the cutoff raises the gap by 0.03\%. Including the higher standing waves across the film, the first of which lies at $\pi\hbar c/d=13$ meV, lowers it by 0.1\%. Tuning matters more: a zero-temperature gap of only $0.02$ meV raises the gap at $1$ K by 10\%.

A polar film also breaks the assumption of short-range forces. A polarization wave with $\mathbf P$ along $\mathbf k$ carries charge $-i\mathbf k\cdot\mathbf P\,d$ per area. For $kd\ll1$ in vacuum, the potential of this charge is the charge divided by $2\varepsilon_0k$. The resulting field opposes $P$ and adds $kd/(2\varepsilon_0)$ to the longitudinal stiffness. At $\hbar ck=k_BT$ this is about $2\times10^4$ times the short-range stiffness. Longitudinal thermal motion is then almost frozen. If $G$ in (\ref{saddle}) is replaced by the average over the transverse and longitudinal modes, half of the fluctuations are lost and $T_u$ is roughly halved. The balance $2\sinh(x/2)=1$ of the remaining transverse half is unchanged. Solved numerically, again at criticality, the ratio falls from $0.892$ to $0.840$ at $1$ K but is $0.961$ at $0.01$ K. Within this self-consistent treatment the depolarizing field thus delays the limit without shifting it. The treatment describes the disordered film only. In an ordered two-component film the same term stiffens the fluctuations of the direction of $\mathbf P$ for all wavevectors not along $\mathbf P$, and their thermal mean square stays finite at small $k$, so the absence of order at $T>0$ found for short-range forces does not carry over to a polar film. The static response is more sensitive. At $1$ K in vacuum the depolarizing term falls below $\rho_v\Omega^2$ only when $1/k$ exceeds a few millimetres. A thick substrate of relative permittivity $\varepsilon_s$ multiplies the long-wavelength term, and hence this length, by about $2/(1+\varepsilon_s)$. The permittivity quoted above therefore needs a film much wider than this length, or electrodes at its edges that compensate the charge.

Real strontium titanate is not at this critical point. In the bulk at low temperature its permittivity is roughly $2\times10^4$, far below the value above, and its soft-mode energy is of the order of $1$ meV. With $\Delta_0$ of that size, the model at $1$ K gives a gap close to $\Delta_0$, more than ten times the critical value. A film would have to be tuned, by strain for example, until $\Delta_0$ is no more than a few hundredths of a meV before the thermal part dominates the gap at $1$ K. Even then, two in-plane components leave the large-$N$ number without a controlled error. Disorder, coupling to strain, crystal anisotropy and the vortices possible for two components are also absent from the model, and their effect is not estimated here. The numerical output lists the values used.

\section*{Computed results}
\begin{verbatim}
golden ratio: 1.618034
limit of gap/kT: 0.962424
gap/kT by quadrature, kT/cutoff 1e-5: 0.962426
slope (2/sqrt5) x0^2: 0.8285
lattice gap/kT at kT = 0.02 hbar c/a: 0.96198
lattice gap/kT at kT = 0.01 hbar c/a: 0.96218
lattice gap/kT extrapolated to T = 0: 0.96238
one site N=2: large-N error in <x^2> 30.46 %, in T=0 excitation -21.94 %
one site N=8: large-N error in <x^2> 7.33 %, in T=0 excitation -6.78 %
one site N=16: large-N error in <x^2> 3.59 %, in T=0 excitation -3.47 %
one site N=32: large-N error in <x^2> 1.77 %, in T=0 excitation -1.75 %
film: cell: 0.4 nm
film: thickness: 1.2 nm
film: in-plane components: 2
film: hbar c: 5 meV nm
film: mode speed c: 7596 m/s
film: mode energy used for inertia: 10 meV
film: permittivity used for inertia: 300
film: inertia per volume: 1.631e-18 J m s^2/C^2
film: quartic coefficient: 7e+09 J m^5/C^4
film: cutoff wavenumber: 8.862 1/nm
film: T_Lambda: 514.2 K
film: T_u: 9.743 K
film: temperature: 1 K
film: kT: 0.08617 meV
film: limiting-law gap: 0.08294 meV
film: solved gap: 0.07687 meV
film: solved gap as frequency: 18.59 GHz
film: solved gap/kT: 0.8921
film: first-order gap/kT: 0.8778
film: correlation length hbar c/gap: 65.04 nm
film: static permittivity: 5.08e+06
film: field where response bends: 0.397 V/cm
film at 0.1 K: gap 0.00822 meV, gap/kT 0.9541
film at 0.3 K: gap 0.02426 meV, gap/kT 0.9385
film at 3.0 K: gap 0.20689 meV, gap/kT 0.8003
film at 10.0 K: gap 0.55472 meV, gap/kT 0.6437
cutoff halved: gap change: 0.032 %
first standing wave across film: 13.09 meV
standing waves: gap change: -0.102 %
detuning: zero-temperature gap: 0.02 meV
detuning: gap change: 10.20 %
out-of-plane depolarizing energy: 173.2 meV
longitudinal stiffening at kappa = kT: 2.31e+04 times
depolarizing field: gap change: -5.79 %
depolarizing field: gap/kT at 1 K: 0.8404
depolarizing field: gap/kT at 0.01 K: 0.9607
\end{verbatim}
